# Propagation of numerical errors in the many-body energy expansion, part 2

The \(n\)-body expansion builds the energy of \(N\) fragments from separate subsystem calculations. The question is how their numerical errors reach the total. \(S,T\) are sets of fragments, \(|S|\) is the number of fragments in \(S\), and \(E_S\) (\(E_I\) for monomers, \(E_{IJ}\) for dimers) is the subsystem energy in its own basis functions, without embedding, in hartree (\(E_h\)), with error \(\varepsilon_S\). The truncated energy is \(E^{(n)}=\sum_{|T|\le n}\Delta_T\), with increments

\[
\Delta_T=\sum_{S\subseteq T}(-1)^{|T|-|S|}E_S. \tag{4}
\]

In \(E^{(n)}\) a subsystem of size \(m\) has the coefficient

\[
c_{n,m}=(-1)^{n-m}\binom{N-m-1}{n-m}. \tag{6}
\]

Uncorrelated errors with variance \(\sigma_m^2\) in size class \(m\) give \(E^{(n)}\) the variance

\[
V_n=\sum_{m=1}^n\binom Nm\binom{N-m-1}{n-m}^2\sigma_m^2. \tag{8}
\]

\[
V_3=N\binom{N-2}{2}^2\sigma_1^2+\binom N2(N-3)^2\sigma_2^2+\binom N3\sigma_3^2, \tag{9}
\]

\[
V_4=N\binom{N-2}{3}^2\sigma_1^2+\binom N2\binom{N-3}{2}^2\sigma_2^2+\binom N3(N-4)^2\sigma_3^2+\binom N4\sigma_4^2. \tag{10}
\]

For \(N\gg n\),

\[
\sqrt{V_n}\;\to\;\frac{N^{\,n-1/2}}{(n-1)!}\,\sigma_1. \tag{12}
\]

For equal \(\sigma\),

\[
\frac{\text{monomer term}}{\text{dimer term}}=\frac{2(N-2)^2}{(n-1)^2(N-1)}. \tag{13}
\]

If all monomers share one error, the monomer term is multiplied by \(N\).

With \(\bar E_m\) the mean energy of class \(m\), \(E^{(n)}=\sum_mL_m\bar E_m\), where

\[
L_m=\prod_{j=0,\,j\ne m}^{n}\frac{N-j}{m-j}, \tag{14}
\]

is a Lagrange weight. For any error pattern,

\[
\delta E^{(n)}=\sum_{m=1}^nL_m\,\mu_m,\qquad \mu_m=\binom Nm^{-1}\sum_{|S|=m}\varepsilon_S. \tag{15}
\]

\[
\delta E^{(n)}=\sum_{k=1}^n\binom Nk\,d_k,\qquad d_k=\sum_{j=0}^k(-1)^{k-j}\binom kj\mu_j, \tag{16}
\]

with \(\mu_0=0\). Section 6 showed that an error with at most \(k\)-body terms, \(k\le n\), is returned as the supersystem's own error. A constant error per job is multiplied by the bias factor \(1-(-1)^n\binom{N-1}{n}\).

The example is \((\mathrm{H_2O})_8\) at RHF/STO-3G: oxygens on a cube of edge 2.8 Å, O–H 0.96 Å, angle 104.5°, coordinates displaced by a Gaussian of width 0.03 Å so that no two subsystems are equivalent. A program converged all 162 subsystems up to tetramers, and the octamer, tightly.

**Signal.** The one- to four-body sums are \(-599.6696997\), \(-0.0801897\), \(-0.0164752\) and \(-0.0018868\,E_h\). Then

\[
E^{(3)}=-599.7663646\,E_h,\qquad E^{(4)}=-599.7682514\,E_h .
\]

Relative to the octamer energy \(-599.7681144\,E_h\), the truncation errors are \(+1.750\times10^{-3}\,E_h\) (1.10 kcal/mol, with \(1\,E_h=627.509\) kcal/mol) and \(-1.370\times10^{-4}\,E_h\) (\(-0.086\) kcal/mol). Dividing the sums by 28, 56 and 70, the mean increments are \(-2.9\times10^{-3}\), \(-2.9\times10^{-4}\) and \(-2.7\times10^{-5}\,E_h\), falling about tenfold per order in this cluster and basis. These values are not converged with basis: in 6-31G the mean two-body increment is \(-3.7\times10^{-3}\,E_h\), 28 % larger in magnitude, and over 37 of the 56 trimers the mean three-body increment changes from \(-1.3\times10^{-4}\) to \(-4.6\times10^{-5}\,E_h\).

The weights (14) are \((120,-140,56)\) for \(n=3\) and \((-160,280,-224,70)\) for \(n=4\). The program asserts that polynomial extrapolation of the class means agrees with the nested sums within \(10^{-8}\,E_h\). By hand, from the means printed to seven decimals,

\[
120(-74.9587125)-140(-149.9202888)+56(-224.8850233)
\]
\[
=-8995.0455000+20988.8404320-12593.5613048=-599.7663728\,E_h .
\]

This misses \(E^{(3)}\) by \(8\times10^{-6}\,E_h\), although each input is good to half a unit in the seventh decimal. Terms of order \(10^4\,E_h\) cancel to 600 \(E_h\), and the rounding of the three means is multiplied by weights whose root sum of squares is \(\sqrt{120^2+140^2+56^2}=193\). With the rounding variance derived next, the expected size is \(193\times10^{-7}/\sqrt{12}=6\times10^{-6}\,E_h\).

**Source 1: rounding of stored energies.** Rounding to a step \(h\) leaves an error in \([-h/2,h/2]\). If the discarded digits are uniformly spread, the mean is zero and

\[
\sigma^2=\frac1h\int_{-h/2}^{h/2}x^2\,dx=\frac{h^2}{12}.
\]

Energies that differ by much more than \(h\) and are not tied by an exact relation such as \(E_{IJ}=2E_I\) are expected to have unrelated discarded digits, so (8) should apply to this cluster of inequivalent subsystems. The program rounds the 162 actual energies with many step sizes between \(10^{-6}\) and \(2\times10^{-6}\,E_h\). The sampled \(12V/h^2\) is 2554 against 2556 for \(n=3\) and 6994 against 6966 for \(n=4\). With one monomer's rounding error used for all eight, it is 15333 against 15156 and 29807 against 29366. All four agree within 1.6 % of the formula value; the asserted tolerance is 6 %. For six decimals, \(\sigma=2.887\times10^{-7}\,E_h\), so the standard deviations are \(50.6\,\sigma=1.46\times10^{-5}\) and \(83.5\,\sigma=2.41\times10^{-5}\,E_h\). The errors actually made are \(-9.4\times10^{-6}\) and \(+7.4\times10^{-6}\,E_h\), each within one standard deviation. At \(n=4\) the standard deviation is already 18 % of the truncation error.

**Source 2: stopping the SCF iterations.** This error is not zero-mean. A density built from orthonormal occupied orbitals is idempotent and is reached from the converged one by an occupied–virtual rotation with parameters \(\kappa\). The energy is stationary at convergence, so to second order \(\varepsilon=\tfrac12\kappa^TH\kappa\), with \(H\) the orbital Hessian, and the gradient is \(g=H\kappa\). Substituting \(\kappa=H^{-1}g\),

\[
\varepsilon=\tfrac12\,g^TH^{-1}g,\qquad \frac{|g|^2}{2\lambda_{\max}}\le\varepsilon\le\frac{|g|^2}{2\lambda_{\min}}, \tag{18}
\]

for a stable solution with Hessian eigenvalues \(\lambda>0\). The commutator \(FDS-SDF\) in an orthonormal basis contains only the occupied–virtual block of the Fock matrix and is proportional to \(g\). Equation (18) holds for variational mean-field energies evaluated with idempotent densities. A non-variational correlation energy built on unconverged orbitals has in general an error linear in \(\kappa\), of either sign.

Over all iterations of all jobs the most negative error is \(-4.5\times10^{-13}\,E_h\), at the level of arithmetic rounding for energies of hundreds of hartree. The log-log slope of error against commutator norm is 1.85, inside the asserted window \(2\pm0.3\) but below 2. Equation (18) fixes the exponent at 2 only within one job and for a fixed direction of \(g\), which the iterations need not keep. Giving each job its own offset leaves the slope at 1.85, so pooling jobs of different size is not the cause; a changing direction of \(g\) and terms beyond second order remain candidates that were not tested.

Stopping at the first iteration with \(|\Delta E|<10^{-6}\,E_h\) gives class means \(\mu_1,\dots,\mu_4=0.402,\ 2.990,\ 3.870,\ 2.621\) in units of \(10^{-8}\,E_h\). Equation (15) gives, in the same units,

\[
\delta E^{(3)}=120(0.4016)-140(2.990)+56(3.870)=48-419+217=-154,
\]
\[
\delta E^{(4)}=-160(0.4016)+280(2.990)-224(3.870)+70(2.621)=-64+837-867+183\approx 90 .
\]

The octamer job with the same criterion errs by 2.01 units, so the expansion errors are 77 and 45 times larger in magnitude. No subsystem error is negative beyond arithmetic rounding, yet \(\delta E^{(3)}\) is negative. The differences (16) are \(d_1=0.40\), \(d_2=2.19\), \(d_3=-3.90\), \(d_4=3.47\). They do not fall with order, in contrast to the physical increments, and the counts 56 and 70 act on them in full. The stopping rule applies one absolute threshold to each job separately, so nothing forces the error of a trimer to be built from the errors of its monomers and dimers.

| stop at | \(\delta E^{(3)}\) | \(\delta E^{(4)}\) | octamer |
|---|---|---|---|
| \(10^{-4}\) | \(-3.76\times10^{-5}\) | \(5.60\times10^{-5}\) | \(6.46\times10^{-7}\) |
| \(10^{-5}\) | \(-2.27\times10^{-7}\) | \(1.55\times10^{-6}\) | \(6.46\times10^{-7}\) |
| \(10^{-6}\) | \(-1.54\times10^{-6}\) | \(8.97\times10^{-7}\) | \(2.01\times10^{-8}\) |
| \(10^{-7}\) | \(6.64\times10^{-8}\) | \(-8.25\times10^{-9}\) | \(2.29\times10^{-9}\) |

All entries are in \(E_h\), relative to the tightly converged value of the same quantity. The table is irregular. At \(10^{-5}\) the three-body error is smaller than the octamer error; tightening from \(10^{-5}\) to \(10^{-6}\) makes the three-body error larger; at the two tightest thresholds the four-body error is below the three-body error. Each entry is a single sum of large terms of alternating sign, and a near cancellation can occur. The octamer entry repeats in the first two rows because one iteration is the first to meet both criteria. With each row divided by its threshold, the root-mean-square four-body error over the four rows is 14.9 times the root-mean-square octamer error, and the program asserts only that it exceeds 3. The mean error per job in each size class, between \(0.4\times10^{-8}\) and \(3.9\times10^{-8}\,E_h\) at threshold \(10^{-6}\,E_h\), is well below the threshold, so the threshold is not \(\sigma\); in that row the expansion errors happen to be of the size of the threshold, while in the other rows they range from 0.02 to 0.7 of it.

**Source 3: dropped integrals.** Set to zero every two-electron integral below \(10^{-5}\,E_h\), the same integrals in every subsystem. With \(G_{pqrs}=(pq|rs)-\tfrac12(pr|qs)\) the closed-shell two-electron energy is \(\tfrac12\sum D_{pq}G_{pqrs}D_{rs}\). The energy is stationary in the orbitals, so to first order in the change \(\delta G\),

\[
\varepsilon_S=\tfrac12\sum_{pqrs\in S}D^{(S)}_{pq}\,\delta G_{pqrs}\,D^{(S)}_{rs}.
\]

Each term involves basis functions on at most four fragments. If the density elements did not depend on \(S\), this would be exactly a four-body error and, by Section 6, \(\delta E^{(4)}\) would equal the supersystem error. Higher increments arise from the change of \(D^{(S)}\) with environment and from higher orders in \(\delta G\). The higher orders are not negligible at this threshold: the first-order expression gives \(-1.72\times10^{-4}\,E_h\) for the octamer, about four fifths of the self-consistent error quoted below.

The class means are \(-1.794,\ 5.066,\ 16.65,\ 26.16\) in units of \(10^{-6}\,E_h\), and

\[
\delta E^{(4)}=287+1418-3730+1831\approx-193,
\]

against \(-213\) for the octamer and 2253 for the root sum of squares \(\big(\sum_Sc^2\varepsilon_S^2\big)^{1/2}\) that uncorrelated errors of these sizes would give. The four-body value differs from the octamer value by 20 units, 9 % of the octamer error. The asserted test is looser: it requires that difference to be under one tenth of the root sum of squares, 225 units, a window of \(\pm0.1\) standard deviation near the centre of the distribution, which a single uncorrelated draw would still hit about 8 % of the time; it makes uncorrelated errors unlikely without excluding them, and it does not establish the 9 % agreement.

The output also shows that not amplified does not mean small. The octamer error is eight times the mean tetramer error in magnitude and opposite in sign. The differences are \(d_1=-1.8\), \(d_2=8.7\), \(d_3=-3.9\), \(d_4=-2.9\). The first three orders nearly cancel to \(\delta E^{(3)}=8d_1+28d_2+56d_3=-14+242-220\approx+8\), and the four-fragment term \(70\,d_4\approx-201\) carries the result. The differences stay within a factor of five of one another in magnitude up to order 4, and all higher orders together add \(-20\), obtained as the difference from the octamer error; the five- to eight-body parts were not computed separately, and the four-centre argument does not fix their sum. In this cluster and at this drop threshold the four-body expansion reproduces the error of the altered energy functional to within 10 %, while the three-body expansion does not reproduce it. Both statements depend on the threshold: at first order in \(\delta G\) the four-body gap is about 20 % of the octamer error when integrals below \(10^{-4}\,E_h\) are dropped, and at \(10^{-6}\,E_h\) the three-body value already lies within 5 % of it. Screening that weights integrals by the current density can drop different integrals in different subsystems, so the argument above no longer holds as stated. How much consistency is lost depends on the threshold and on how much the density elements change with environment; the program does not test that case.

**Source 4: double-precision storage.** A stored energy is rounded to the spacing of floating-point numbers at its magnitude, with \(\sigma_m\) equal to that spacing over \(\sqrt{12}\): from \(4.1\times10^{-15}\,E_h\) for monomers to \(1.6\times10^{-14}\,E_h\) for tetramers. This is more than five orders of magnitude below the class-mean stopping errors at threshold \(10^{-6}\,E_h\). It counts the storage of each energy only, not the rounding accumulated inside the SCF or in the final sum.

## 8. Crossover sizes

Define \(N^*\) as the smallest \(N\) at which \(\sqrt{V_n}\) reaches a target \(\tau\) for the total energy. Take \(\tau=1\) kcal/mol \(=1.5936\times10^{-3}\,E_h\) and the round model value \(\sigma=10^{-6}\,E_h\) for uncorrelated errors in all classes, so \(\tau/\sigma=1594\). Solving (12),

\[
N^*\approx\left[(n-1)!\,\tau/\sigma\right]^{1/(n-1/2)},
\]

which gives \(3187^{2/5}\approx25\) and \(9562^{2/7}\approx14\). Since (12) overestimates the noise, these underestimate \(N^*\). The values from (9) and (10) are:

| noisy classes | \(n=3\) | \(n=4\) |
|---|---|---|
| all | 27 | 16 |
| all but monomers | 50 | 19 |
| all but monomers, dimers | 249 | 30 |

The last two rows set \(\sigma_m=0\) for the removed classes and are upper limits on what tightening those classes can give. At \(n=3\), exact monomers and dimers leave only \(\binom N3\sigma^2\), with unit coefficients, and the gain is large. At \(n=4\), exact monomers move \(N^*\) by only 3, for two reasons: by (13) the monomer term is only 2.9 times the dimer term at \(N=16\), so removing it lowers the variance by a factor of 3.6, and the remaining terms of (10) rise locally as about \(N^7\); at \(n=3\), \(N=27\) the factor is 12.8 and the local rise about \(N^{4.3}\). Reducing \(\sigma\) tenfold in all classes raises \(N^*\) by \(10^{2/5}=2.5\) or \(10^{2/7}=1.9\) at leading order. In the same model the standard deviations at \(N=10,20,50\) are 0.063, 0.45, 5.1 kcal/mol for \(n=3\) and 0.15, 2.6, 80 kcal/mol for \(n=4\). To hold 1 kcal/mol at \(N=50\) needs \(\sigma=1.5936\times10^{-3}/8145=2.0\times10^{-7}\,E_h\) at \(n=3\) and \(1.5936\times10^{-3}/(1.282\times10^5)=1.2\times10^{-8}\,E_h\) at \(n=4\). Storage rounding alone, with the water values of \(\sigma_m\), reaches the target only near \(N\approx6\times10^4\) and \(N\approx3\times10^3\).

A second crossover decides whether the fourth order is worth computing. Assume, as a rough guide that is not tested, that the three-body truncation error per molecule stays at the octamer value \(1.750\times10^{-3}/8=2.2\times10^{-4}\,E_h\). At \(N=20\) it totals \(4.4\times10^{-3}\,E_h\), and the four-body noise is \(4139\,\sigma=4.1\times10^{-3}\,E_h\). Near that size, at \(\sigma=10^{-6}\,E_h\), the added order brings in about as much noise as the truncation error it removes, and beyond it noise (\(N^{7/2}\)) outruns an extensive gain (\(N\)).

## 9. Distance cutoffs

The powers of \(N\) come from increments between distant fragments. Their true value is small, but each still contains \(2^k-1\) noisy energies. Keep only a family \(K\) of sets with \(|T|\le n\) whose fragments are pairwise within a cutoff. Summing (4) over \(K\),

\[
c_S=\sum_{T\in K,\;T\supseteq S}(-1)^{|T|-|S|}. \tag{19}
\]

Let each fragment have at most \(z\) neighbours within the cutoff. Every kept superset of \(S\) adds neighbours of a member of \(S\), so \(|c_S|\le\sum_{j=0}^{n-m}\binom zj\), independent of \(N\). A set with \(c_S\ne0\) is a subset of a kept set, so its members are pairwise neighbours, and there are at most \(N\binom{z}{m-1}\) such sets of size \(m\). The variance for uncorrelated errors is therefore bounded by a constant times \(N\). On a ring with a cutoff of 5 sites and \(n=4\), direct enumeration of (19) gives \(V/\sigma^2=15120\) at \(N=20\) and 30240 at \(N=40\); the program asserts the ratio 2, and that a cutoff keeping every set reproduces (8). Without cutoff the same doubling multiplies the variance by 187.1. At \(N=20\) the amplification falls from 4139 to \(\sqrt{15120}=123\).

The constant, 756 per fragment on this ring, depends on the cutoff. For a cutoff of \(1\le r\le3\) sites at \(n=4\), every subset of a window of \(r+1\) consecutive sites is kept, the sum collapses to the windows minus their overlaps, and the constant is 2; for longer cutoffs (19) gives a steep rise, 79 at 4 sites and 3692 at 6 sites on a 40-site ring. In three dimensions \(z\) grows as the cube of the cutoff radius. The cutoff also discards real increments, so it exchanges noise for a truncation error that depends on how fast the many-body interactions decay; a sharp cutoff makes the energy jump when a fragment crosses it. The Lagrange form (14) no longer applies, because \(c_S\) then depends on the surroundings of \(S\) and not on its size alone.

## Numbers as computed

```
N=8 n=3: c = [15, -5, 1] variance terms [1800, 700, 56] V/s^2 = 2556
N=8 n=4: c = [-20, 10, -4, 1] variance terms [3200, 2800, 896, 70] V/s^2 = 6966
N=8 sqrt(V_n)/s, n=1..8: 2.8 17.8 50.6 83.5 85.5 52.6 15.9 1.0
V_3/s^2 = N**5/4 - 2*N**4 + 71*N**3/12 - 8*N**2 + 29*N/6
V_4/s^2 = N**7/36 - 3*N**6/8 + 143*N**5/72 - 21*N**4/4 + 533*N**3/72 - 47*N**2/8 + 37*N/12
N=10 n=3 s_m^2=m: V Monte Carlo 12659, formula 12610, independent increments 1630
N=10 n=4 s_m^2=m: V Monte Carlo 84201, formula 84850, independent increments 8350
ring cutoff 5 sites n=4: V/s^2 N=20 15120, N=40 30240; no cutoff ratio 187.1
geometry: O-O 2.8 A, O-H 0.96 A, HOH 104.5 deg, jitter 0.03 A; RHF/STO-3G
subsystem jobs 162; E(octamer) -599.76811444 Eh; 1 Eh = 627.509 kcal/mol
1..4-body sums (Eh): -599.6696997 -0.0801897 -0.0164752 -0.0018868
mean m-mer energies (Eh): -74.9587125 -149.9202888 -224.8850233 -299.8532371
n=3: E(n) -599.7663646 Eh, truncation error 1.750e-03 Eh, L_m(8) = [120, -140, 56]
n=4: E(n) -599.7682514 Eh, truncation error -1.370e-04 Eh, L_m(8) = [-160, 280, -224, 70]
rounding n=3: 12V/h^2 sampled 2554 formula 2556; shared monomer sampled 15333 formula 15156
rounding n=4: 12V/h^2 sampled 6994 formula 6966; shared monomer sampled 29807 formula 29366
6 decimals: s 2.887e-07 Eh; n=3 sd 1.46e-05 actual -9.36e-06; n=4 sd 2.41e-05 actual 7.41e-06 Eh
SCF error vs gradient norm, log-log slope 1.846; most negative error -4.5e-13 Eh
stop |dE|<1e-04 Eh: error n=3 -3.76e-05, n=4 5.60e-05, octamer 6.46e-07 Eh
stop |dE|<1e-05 Eh: error n=3 -2.27e-07, n=4 1.55e-06, octamer 6.46e-07 Eh
stop |dE|<1e-06 Eh: error n=3 -1.54e-06, n=4 8.97e-07, octamer 2.01e-08 Eh
  mean error mu_1..mu_4 (Eh): 4.016e-09 2.990e-08 3.870e-08 2.621e-08
stop |dE|<1e-07 Eh: error n=3 6.64e-08, n=4 -8.25e-09, octamer 2.29e-09 Eh
rms (n=4 error)/(octamer error) over thresholds 14.9
drop |(pq|rs)|<1e-05 Eh: mu_1..mu_4 -1.794e-06 5.066e-06 1.665e-05 2.616e-05 Eh
  error n=4 -1.927e-04, octamer -2.127e-04, if uncorrelated 2.253e-03 Eh
model s = 1e-06 Eh; target 1 kcal/mol = 1.5936e-03 Eh
n=3 N=10: sqrt(V)/s 100.8 (asympt 158.1), sd 0.0633 kcal/mol, monomer share 0.771, bias factor 85
n=3 N=20: sqrt(V)/s 724 (asympt 894.4), sd 0.454 kcal/mol, monomer share 0.893, bias factor 970
n=3 N=50: sqrt(V)/s 8145 (asympt 8839), sd 5.11 kcal/mol, monomer share 0.959, bias factor 18425
n=3 N*: all noisy 27, monomers exact 50, monomers+dimers exact 249
n=3 N=50: s needed for target 1.96e-07 Eh
n=4 N=10: sqrt(V)/s 236.1 (asympt 527), sd 0.148 kcal/mol, monomer share 0.563, bias factor -125
n=4 N=20: sqrt(V)/s 4139 (asympt 5963), sd 2.6 kcal/mol, monomer share 0.778, bias factor -3875
n=4 N=50: sqrt(V)/s 1.282e+05 (asympt 1.473e+05), sd 80.4 kcal/mol, monomer share 0.910, bias factor -211875
n=4 N*: all noisy 16, monomers exact 19, monomers+dimers exact 30
n=4 N=50: s needed for target 1.24e-08 Eh
double storage s_1..s_4 (Eh): 4.10e-15 8.20e-15 8.20e-15 1.64e-14 ; N* n=3 57037, n=4 3417
```
